Peak quantum capacitance of a half-filled Landau level

**1. The capacitance that geometry misses**

If a gated two-dimensional channel is treated as a perfect metal, its capacitance is that of the gate dielectric alone. For the Dirac sheet calculated in Section 6 this predicts 0.708 µF/cm², whereas independent electrons in an isolated zero Landau level give 0.539 µF/cm². The difference arises because adding electrons to the channel raises their chemical potential as well as charging the dielectric. In a magnetic field that separates the Landau levels well compared with the thermal energy, this second cost depends strongly on how full a level is. For a sharp, unsplit level of independent electrons it is smallest at half filling, where the quantum capacitance has its peak.

Let e > 0 be the elementary charge, and let n be the electron density per area relative to neutrality. The chemical potential μ is measured from the local band energy. If φ is the electrostatic potential of the sheet, its electrochemical potential is μ − eφ. Grounding the sheet sets this to zero, so φ = μ/e. The gate carries charge en per area and lies at a potential en/C_g above the sheet, where C_g is the geometric capacitance per area. Apart from a constant work-function difference, the gate voltage is therefore

V_g = μ/e + en/C_g.  (1)

The total capacitance is C = d(en)/dV_g. Differentiating (1) with respect to en gives

1/C = 1/C_g + (1/e²)(∂μ/∂n) = 1/C_g + 1/C_q,

C_q = e²(∂n/∂μ) at fixed B and T.  (2)

The gate is taken to be a good metal, and the measurement slow enough for the sheet to stay in equilibrium. The mean electrostatic energy is contained in C_g and must not be counted again in C_q.

**2. The number of states in a level**

Take a uniform perpendicular field B and the vector potential (0, Bx). A state with plane-wave factor exp(iky) has the kinetic momentum component

π_y = ħk + eBx = eB(x + kl²), l² = ħ/(eB).  (3)

The Hamiltonian depends on k and x through x + kl² alone, for both a parabolic band and a Dirac band. Changing k thus moves the orbit centre, x_k = −kl², without changing the energy. In a sample of sides L_x and L_y, allowed values of k are 2π/L_y apart, so neighbouring centres are 2πl²/L_y apart. Dividing L_x by this spacing gives L_xL_y/(2πl²) states. Edge states are neglected, which is justified for a sample much larger than l.

Per area, each spin or valley copy therefore has 1/(2πl²) = eB/h states. If g copies share one energy, the density of a full level is

n_L = geB/h.  (4)

**3. Half filling gives the peak**

Consider independent electrons in one sharp level of energy E, with all other levels far away compared with k_BT. The density is n = n_L f plus a constant from the filled levels below. With u = (E − μ)/(k_BT),

f = 1/(exp(u) + 1), 1 − f = exp(u)/(exp(u) + 1).  (5)

Since ∂u/∂μ = −1/(k_BT), the chain rule gives

∂f/∂μ = [−exp(u)/(exp(u) + 1)²] × [−1/(k_BT)] = f(1 − f)/(k_BT).  (6)

Putting this into (2), with n_L from (4), yields

C_q = [ge³B/(hk_BT)] f(1 − f).  (7)

The filling factor can be rearranged by completing the square:

f(1 − f) = 1/4 − (f − 1/2)².  (8)

Its maximum is 1/4, reached at f = 1/2 and nowhere else. By (5) this means μ = E. Hence

C_q,peak = ge³B/(4hk_BT).  (9)

At fixed g, the peak is therefore proportional to B/T. The field sets the number of available states. The temperature sets the energy range over which their occupation changes. Doubling B at fixed T and g doubles the peak; doubling T at fixed B and g halves it.

The shape of the peak follows from dividing numerator and denominator by exp(u):

f(1 − f) = exp(u)/(exp(u) + 1)² = 1/[4 cosh²(u/2)].  (10)

Half the maximum occurs where cosh²(u/2) = 2, or u = ±2 arccosh(√2). The full width in μ is therefore 4 arccosh(√2) k_BT ≈ 3.53k_BT. The integral of C_q over μ is e²n_L, because f runs from zero to one. Cooling at fixed B makes the peak taller and narrower while keeping this area.

**4. Neighbouring levels and the weak-field limit**

Suppose that one level lies a distance Δ above the half-filled level and another lies Δ below, each with density n_L. At μ = E their occupations add to one, so the centre remains half filled. By (10), each neighbour contributes, relative to (9),

sech²[Δ/(2k_BT)] = 4exp(−Δ/k_BT)/[1 + exp(−Δ/k_BT)]².  (11)

For Δ ≫ k_BT the denominator tends to one. The two neighbours together raise the peak by the fraction

8exp(−Δ/k_BT)  (12)

to leading order. This measures what "well separated" means.

For a Dirac band the level energies are needed. The Hamiltonian of one valley is H = v(σ_xπ_x + σ_yπ_y), where v is the band velocity, σ_x, σ_y and σ_z are Pauli matrices, and [π_x, π_y] = −iħeB. Squaring it gives

H² = v²(π_x² + π_y² + iσ_z[π_x, π_y]) = v²(π_x² + π_y² + ħeBσ_z).  (13)

The commutator makes π_x² + π_y² an oscillator with eigenvalues ħeB(2j + 1), j = 0, 1, 2, …. Since σ_z = ±1, the eigenvalues of H² are 2v²ħeBN with N = 0, 1, 2, …. The matrix σ_z reverses the sign of H, so nonzero energies occur in pairs:

E = ±v√(2ħeBN).  (14)

The value N = 0 requires j = 0 and σ_z = −1. It gives one state per orbit centre and copy, so (4) holds for the zero level too. Its neighbours are at ±Δ with Δ = v√(2ħeB), and half filling is charge neutrality.

When k_BT ≫ Δ, many levels contribute and their sum may be replaced by an integral. In the variable E², levels of density n_L are 2v²ħeB apart. The number of states per unit E² is thus

(geB/h)/(2v²ħeB) = g/(4πħ²v²).  (15)

The field has cancelled. Multiplying by d(E²)/dE = 2E gives a density of states g|E|/(2πħ²v²) on either side of neutrality. At μ = 0 the two sides contribute equally:

C_q = e² × 2 × [g/(2πħ²v²)] ∫₀^∞ E(−∂f/∂E) dE.

Integration by parts leaves ∫₀^∞ f dE = k_BT ln 2, since Ef vanishes at both limits. Therefore

C_q → ge²k_BT ln 2/(πħ²v²) for k_BT ≫ Δ.  (16)

This limit is independent of B and grows with T. The law (9) belongs to separated levels, not to the Dirac band at every field.

**5. Splitting and broadening**

Now let the g copies divide into two equal groups at E ± δ/2. At μ = E, (10) multiplies the contribution of each group by the same factor:

C_q/C_q,peak = sech²[δ/(4k_BT)].  (17)

For fixed δ > 0 this factor decays exponentially as T → 0, faster than 1/T grows. The capacitance at the centre then tends to zero: the chemical potential lies in a gap between two sublevels.

If instead the level energy has a Gaussian distribution of rms width σ about E, each displacement ε gives the factor sech²[ε/(2k_BT)]. For small argument y, sech²y ≈ 1 − y². Averaging with ⟨ε²⟩ = σ² gives

C_q/C_q,peak ≈ 1 − σ²/(4k_B²T²) for σ ≪ k_BT.  (18)

In the opposite limit the Gaussian is nearly constant over the thermal range. Its central value is 1/(√(2π)σ), and ∫ sech²[ε/(2k_BT)] dε = 4k_BT. Multiplying these by (9) gives

C_q → e²n_L/(√(2π)σ) for σ ≫ k_BT.  (19)

The temperature has dropped out, so the growth of the peak on cooling slows as k_BT passes the level width and levels off when k_BT is well below it.

**6. A Dirac sheet at room temperature**

Take B = 15 T, T = 300 K, g = 4 and v = 10⁶ m/s. These values lie in the regime of graphene, whose spin and valley copies give g = 4. A dielectric of thickness d = 5 nm and relative permittivity 4 separates the sheet from the gate.

Equation (4) gives n_L = 1.451 × 10¹² cm⁻². The coefficient ge³/(4hk_B) is 44.96 µF/cm² for B/T = 1 T/K, so

C_q,peak = 44.96 × (15/300) = 2.25 µF/cm² (0.0225 F/m²).

The thermal energy is 25.85 meV, which makes the full width of the peak 91 meV. At the same temperature, the zero-field result (16) is 0.844 µF/cm².

The gate capacitance, permittivity divided by thickness, is 0.708 µF/cm². Equation (2) then gives

C = (0.708 × 2.248)/(0.708 + 2.248) = 0.539 µF/cm².

This is 24% below the geometric value.

The first level energy is Δ = 140.5 meV, or 5.44k_BT, and (12) predicts an increase of 3.5% in C_q. Summing the levels up to |N| = 60, with the derivative taken by finite differences, gives 3.9%. The difference comes almost entirely from the levels beyond the first pair.

With a Zeeman g-factor of 2, the spin splitting is 1.74 meV; by (17) it lowers the peak by 0.03%. A rough rms level width of 10 meV gives, by (18), a reduction of (10/25.85)²/4 = 3.7%. Numerical integration over the full Gaussian gives 3.5%.

When all levels have this width and splitting, the sum gives C_q = 2.26 µF/cm², 0.7% above the isolated-level value. The near cancellation is particular to these parameters. The small excess is larger than the separate changes suggest because broadening also enhances the thermal tails of the neighbours: averaging exp(−ε/k_BT) over the Gaussian multiplies them by exp[σ²/(2k_B²T²)] ≈ 1.08.

**7. The size of exchange**

Independent electrons omit a larger effect. Electrons in the same copy avoid one another, which lowers their Coulomb energy. The size of this effect can be estimated in Hartree–Fock theory, with all copies equally filled and the other levels inert.

The zero-level orbitals are Gaussians, proportional to exp(iky)exp[−(x + kl²)²/(2l²)]. In the product of two such orbitals at points separated by (s, η), the exponent separates into a part centred on their mean x coordinate and a part −s²/(4l²). Integrating over k gives the one-particle density matrix of a copy, of magnitude

|ρ(r)| = [f/(2πl²)] exp[−r²/(4l²)], r² = s² + η².  (20)

The exchange energy per area of one copy is −½∫V(r)|ρ(r)|² d²r, where V is the Coulomb energy of two electrons. This equals −½f²X/(2πl²), with

X = ∫ V(r) exp[−r²/(2l²)] d²r/(2πl²).  (21)

The density of a copy is f/(2πl²). Differentiating the energy with respect to that density gives −fX. Solving (5) for μ and adding this term,

μ = E + k_BT ln[f/(1 − f)] − fX.

At half filling the derivative of the logarithm is 1/[f(1 − f)] = 4, so

∂μ/∂f = 4k_BT − X,

C_q = C_q,peak/[1 − X/(4k_BT)] for X < 4k_BT.  (22)

The gate screens the interaction through an image charge at distance 2d. For a sheet embedded in a uniform dielectric of permittivity ε,

V(r) = [e²/(4πε)][1/r − 1/√(r² + 4d²)].  (23)

With l = 6.62 nm, numerical integration of (21) gives X = 40 meV. Since 4k_BT = 103 meV, (22) multiplies C_q by 1.64.

The mobile electrons of the level also screen the interaction. In Fourier space, (21) and (23) become

X = ∫ V(q) exp(−q²l²/2) d²q/(2π)²,

V(q) = e²[1 − exp(−2qd)]/(2εq).  (24)

A slowly imposed potential changes the occupations with strength Π = n_L/(4k_BT). Each orbit averages the potential with a factor exp(−q²l²/4), and the density it produces carries the same factor. The static screened interaction W therefore obeys

1/W(q) = 1/V(q) + Π exp(−q²l²/2).  (25)

Replacing V by W in (24) and integrating numerically gives X = 21 meV and a factor of 1.26 in C_q. Here the screened X is used directly in the level shift −fX. It depends on f through the response, which is proportional to f(1 − f), so its first derivative with respect to f vanishes at half filling, and (22) keeps its form. At half filling the slope of this shift agrees with the random-phase free energy, which adds (k_BT/2)∫[ln(1 + ΠVF) − ΠVF] d²q/(2π)², with F = exp(−q²l²/2) and Π = n_L f(1 − f)/(k_BT), to the exchange energy calculated with V. At half filling the second derivative of their sum with respect to f is −n_L X, with the screened X. The agreement is limited to this slope: the random-phase level shift at half filling is −20 meV, half the gate-screened X, rather than −11 meV, and away from half filling the slopes differ as well. This is still an estimate. It omits exchange corrections beyond the random-phase terms. It also omits screening by transitions between levels, which would add a positive term to the right side of (25) and so lower X.

With the factor 1.26, the total capacitance becomes 0.567 µF/cm², about 5% above the independent-electron value. The total changes less than C_q because the term 1/C_g in (2) is unaffected; the change is as small as 5% because the gate contributes about three quarters of the inverse capacitance. A value of C_q extracted from the total would carry the full 26% change.

**8. What this means for a device**

Graphene supplies the Dirac levels and fourfold degeneracy used here, but the dielectric is deliberately thin so that C_q is visible beside C_g, and 15 T is a laboratory field rather than an operating condition for ordinary electronics. Going from half filling to a full level adds n_L/2 electrons and changes the dielectric field by en_L/(2ε) = 0.33 MV/cm, well below a rough breakdown scale of several MV/cm. For a rectangular barrier of 3 eV and a tunnelling mass of half the electron mass, both rough values, the factor exp(−2κd) is about 10⁻²⁷, where κ is the decay constant of the wavefunction. Direct tunnelling is then negligible, though this says nothing about leakage through defects. Real devices depart from the assumptions of a sharp level and independent electrons. In this example a 10 meV width lowers C_q by 3.5%, while the two exchange estimates raise it by 26% and 64%. Screening by transitions between levels, left out of both estimates, reduces these increases substantially: adding the static inter-level polarizability of the Dirac ladder to the screening brings them to about 17% and 35%.

The useful temperature range is limited from both sides. At 300 K, neighbouring levels already add 3.9%, and heating at fixed field increases their share. On cooling, k_BT equals the assumed 10 meV width at 300 × 10/25.85 ≈ 116 K. By a coincidence of the chosen values, the gate-screened exchange energy equals 4k_BT at nearly the same temperature, 300 × 40.2/103.4 ≈ 117 K. For a sharp level (22) diverges there, and in this mean-field model equal filling of the copies ceases to be stable: the free-energy curvature for moving electrons between copies is also proportional to 4k_BT − X. This onset belongs to a sharp level with gate screening alone; a level width or further screening moves it to lower temperature or removes it. With gate screening alone, the 10 meV width moves it to about 87 K, and since (19) caps the density of states, a width above X/√(2π) ≈ 16 meV removes it. When the level's own screening is included, X is still below 4k_BT at 117 K, and C_q is raised by a factor of about 1.5. Equation (9) is therefore a controlled limit of the independent-electron model. Using it for a measured sheet requires separate estimates of level width, splitting and exchange.
